**Cini-Sawatzky profile and the threshold for a split-off two-hole peak**

The program tests the Auger profile $A=-\mathrm{Im}[D/(1-UD)]/\pi$, where $D$ is the complex local Green function of two free holes and $U$ is their repulsion on the Auger site. It asserts the hole transformation and the closed formula against a 64-dimensional many-electron matrix. It also asserts the threshold integrals, the norm and mean of the profiles, and the peak energy and weight, using direct sums and diagonalization of two holes on a 30-site chain. Time evolution on that chain agrees with the profiles to $4.4\times10^{-6}$ in the amplitude. For a semielliptic band of full width $W=4$ eV the output gives $U_c=3.31$ eV, and at $U=6$ eV a peak of weight 0.939 lies 2.34 eV above the pair band. For repulsion on every site of a ring, the program asserts the momentum-resolved formula and the first differing moment. On a 12-site ring, 9 pair states lie above the pair band at $U=0.95W$ and all 12 at $U=1.05W$.

## Numerical verification

```python
# Cini-Sawatzky Auger profile of two opposite-spin holes in a filled band.
# Result under test: A(E) = -Im[D/(1-U*D)]/pi, where D is the complex local
# Green function of two free holes and U their repulsion on the Auger site.
# A peak splits off above the pair band when U > Uc = 1/D(upper pair edge).
# w: half-width of the semielliptic one-hole density; W = 2w: full width.
# Pair energies inside the functions are measured from twice the band centre.
# Energies are in eV; times in the evolution test are in hbar/eV.
import numpy as np
from scipy.constants import e as joule_per_ev
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

w = 2.0
hop = w / 2
centre = 10.0
core = 100.0
edge = 2 * w

# Gauss-Chebyshev nodes and weights for averages over the semielliptic density
n_nodes = 2000
angle = np.arange(1, n_nodes + 1) * np.pi / (n_nodes + 1)
node = w * np.cos(angle)
weight = 2 * np.sin(angle)**2 / (n_nodes + 1)


def pair_green(energy):
    z = energy - node + 0j
    one_hole = 2 * (z - np.sqrt(z - w) * np.sqrt(z + w)) / w**2
    return np.sum(weight * one_hole)


def pair_slope(energy):
    z = energy - node
    return np.sum(weight * 2 * (1 - z / np.sqrt(z**2 - w**2)) / w**2)


def pole(U):
    return brentq(lambda x: U * pair_green(x).real - 1,
                  edge, edge + U, xtol=1e-12)


def pole_weight(U):
    return -1 / (U**2 * pair_slope(pole(U)))


# --- Many-electron test of the hole transformation and the closed formula
def annihilators(modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    result = []
    for m in range(modes):
        op = np.eye(1)
        for k in range(modes):
            factor = sign if k < m else lower if k == m else np.eye(2)
            op = np.kron(op, factor)
        result.append(op)
    return result


c = annihilators(6)
h_el = np.array([[-3.0, 0.7, 0.2], [0.7, -2.1, 0.9], [0.2, 0.9, -3.6]])
U_test = 2.3
H_many = np.zeros((64, 64))
for s in (0, 3):
    for i in range(3):
        for j in range(3):
            H_many += h_el[i, j] * c[i + s].T @ c[j + s]
H_many += U_test * c[0].T @ c[0] @ c[3].T @ c[3]
filled = np.zeros(64)
filled[-1] = 1
E_filled = filled @ H_many @ filled
two_holes = c[3] @ (c[0] @ filled)
z_test = 5.0 + 0.4j
G_many = two_holes @ np.linalg.solve(
    (z_test + E_filled) * np.eye(64) - H_many, two_holes)
e1, v1 = np.linalg.eigh(-(h_el + np.diag([U_test, 0, 0])))
p1 = v1[0]**2
D_small = np.sum(np.outer(p1, p1) / (z_test - e1[:, None] - e1[None, :]))
many_error = abs(G_many - D_small / (1 - U_test * D_small))
assert many_error < 1e-11


# --- Free-pair density and its principal-value transform from the definition
def rho(x):
    return 2 * np.sqrt(max(0.0, w**2 - x**2)) / (np.pi * w**2)


def convolved(x):
    low, high = max(-w, x - w), min(w, x + w)
    return quad(lambda y: rho(y) * rho(x - y), low, high)[0]


E_probe = 1.0
D_probe = pair_green(E_probe)
assert abs(convolved(E_probe) + D_probe.imag / np.pi) < 1e-4
principal = -quad(convolved, -edge, edge, weight='cauchy', wvar=E_probe)[0]
assert abs(principal - D_probe.real) < 1e-4

# --- Threshold integrals: direct double sums against the closed forms
gap = edge - node[:, None] - node[None, :]
F_edge_sum = weight @ (1 / gap) @ weight
slope_sum = weight @ (1 / gap**2) @ weight
del gap
F_edge = (4 - 32 / (3 * np.pi)) / w
slope_edge = (8 / np.pi - 2) / w**2
assert abs(F_edge_sum - F_edge) < 1e-5
assert abs(slope_sum - slope_edge) < 1e-4
Uc = 1 / F_edge
Z_threshold = F_edge**2 / slope_edge

F_rect = quad(lambda x: np.log((3 * w - x) / (w - x)) / (4 * w**2), -w, w)[0]
Uc_rect = 2 * w / (2 * np.log(2))
assert abs(1 / F_rect - Uc_rect) < 1e-6


# Inverse-square-root band edges: the edge integral grows by a fixed step
def F_arcsine(delta):
    def f(a):
        # distance of the remaining energy from the one-hole upper edge
        s = delta + 2 * w * np.sin(a / 2)**2
        return 1 / (np.pi * np.sqrt(s * (s + 2 * w)))
    return quad(f, 0, 0.05, limit=300)[0] + quad(f, 0.05, np.pi)[0]


decade_step = F_arcsine(1e-6) - F_arcsine(1e-5)
decade_law = np.log(10) / (2 * np.pi * w)
assert abs(decade_step / decade_law - 1) < 2e-3


# --- Two holes on a finite chain, with repulsion on the end site only
def chain_pair(length, U):
    h = hop * (np.eye(length, k=1) + np.eye(length, k=-1))
    H = np.kron(h, np.eye(length)) + np.kron(np.eye(length), h)
    H[0, 0] += U
    return H


L = 30
top = {}
for ratio in (0.95, 1.05):
    top[ratio] = eigh(chain_pair(L, ratio * Uc), eigvals_only=True,
                      subset_by_index=[L * L - 1, L * L - 1])[0]
assert top[0.95] < edge < top[1.05]
assert abs(top[1.05] - pole(1.05 * Uc)) < 1e-4

# --- Profiles, their norm and mean, and time evolution as independent road
grid = np.linspace(-edge, edge, 4001)
dE = grid[1] - grid[0]
D_grid = np.array([pair_green(x) for x in grid])
profile_rows = []
evolution_error = 0.0
for U in (0.0, 1.5, 3.0, 6.0):
    A = -(D_grid / (1 - U * D_grid)).imag / np.pi
    E_b, Z = (pole(U), pole_weight(U)) if U > Uc else (0.0, 0.0)
    band_weight = A.sum() * dE
    assert abs(band_weight + Z - 1) < 1e-3
    assert abs((A * grid).sum() * dE + Z * E_b - U) < 4e-3
    levels, vectors = eigh(chain_pair(L, U))
    overlap = vectors[0]**2
    for time in (2.0, 7.0, 15.0):
        direct = np.sum(overlap * np.exp(-1j * levels * time))
        formula = np.sum(A * np.exp(-1j * grid * time)) * dE
        formula += Z * np.exp(-1j * E_b * time)
        evolution_error = max(evolution_error, abs(direct - formula))
    if U > Uc:
        assert abs(levels[-1] - E_b) < 1e-6
        assert abs(overlap[-1] - Z) < 1e-6
        E_split, Z_split, rest = E_b, Z, band_weight
        U_split = U
    else:
        m = int(np.argmax(A))
        left = np.where(A[:m] < A[m] / 2)[0][-1]
        right = m + np.where(A[m:] < A[m] / 2)[0][0]
        upper = A[grid >= edge - 1.0].sum() * dE
        profile_rows.append((U, grid[m], A[m], grid[right] - grid[left],
                             upper))
assert evolution_error < 2e-3
slope_in_U = (pole(U_split + 0.01) - pole(U_split - 0.01)) / 0.02
assert abs(slope_in_U - Z_split) < 1e-4

# --- Strong-repulsion expansion; the variance of the one-hole density is w^2/4
variance = quad(lambda x: x**2 * rho(x), -w, w)[0]
U_big = 40.0
assert abs(pole(U_big) - U_big - 2 * variance / U_big) < w**4 / U_big**3
assert abs(pole_weight(U_big) - 1 + 2 * variance / U_big**2) < (w / U_big)**4


# --- Ring: repulsion on every site compared with repulsion on one site
def ring_pair(sites, U, everywhere):
    h = np.roll(np.eye(sites), 1, axis=0)
    h = hop * (h + h.T)
    H = np.kron(h, np.eye(sites)) + np.kron(np.eye(sites), h)
    for j in range(sites if everywhere else 1):
        H[j * sites + j, j * sites + j] += U
    return H


N, U_ring, z_ring = 8, 3.0, 1.0 + 0.5j
H_all = ring_pair(N, U_ring, True)
H_one = ring_pair(N, U_ring, False)
G_all = np.linalg.inv(z_ring * np.eye(N * N) - H_all)[0, 0]
G_one = np.linalg.inv(z_ring * np.eye(N * N) - H_one)[0, 0]
q = 2 * np.pi * np.arange(N) / N
band = 2 * hop * np.cos(q)
g_K = np.array([np.mean(1 / (z_ring - band - 2 * hop * np.cos(K - q)))
                for K in q])
D_ring = g_K.mean()
assert abs(G_all - np.mean(g_K / (1 - U_ring * g_K))) < 1e-11
assert abs(G_one - D_ring / (1 - U_ring * D_ring)) < 1e-11
ring_difference = abs(G_all - G_one) / abs(G_all)
assert ring_difference > 1e-3
moment_gap = [(np.linalg.matrix_power(H_all, n)
               - np.linalg.matrix_power(H_one, n))[0, 0] for n in range(6)]
assert np.max(np.abs(moment_gap[:5])) < 1e-9
assert abs(moment_gap[5] - 4 * U_ring * 2 * hop**4) < 1e-8

N_count = 12
counts = {}
for ratio in (0.95, 1.05):
    levels = np.linalg.eigvalsh(ring_pair(N_count, ratio * 2 * w, True))
    counts[ratio] = int(np.sum(levels > edge + 1e-9))
assert counts[1.05] == N_count and counts[0.95] < N_count

# --- Printed numbers
print(f"chain hopping: {hop:.3f} eV")
print(f"one-hole half-width w: {w:.3f} eV; full width W: {2*w:.3f} eV")
print(f"one-hole band centre: {centre:.3f} eV")
print(f"core-hole energy: {core:.3f} eV")
print(f"pair band: {2*centre-edge:.3f} to {2*centre+edge:.3f} eV")
print(f"F at upper pair edge: {F_edge:.6f} 1/eV")
print(f"same by direct double sum: {F_edge_sum:.6f} 1/eV")
print(f"-dF/dE at upper pair edge: {slope_edge:.6f} 1/eV^2")
print(f"Uc, semielliptic band: {Uc:.4f} eV = {Uc*joule_per_ev:.4e} J")
print(f"Uc/W, semielliptic band: {Uc/(2*w):.4f}")
print(f"peak weight at threshold: {Z_threshold:.4f}")
print(f"Uc, rectangular band, same W: {Uc_rect:.4f} eV")
print(f"Uc/W, rectangular band: {Uc_rect/(2*w):.4f}")
print(f"inverse-root edges, F step per decade: {decade_step:.5f} 1/eV")
print(f"logarithmic law for that step: {decade_law:.5f} 1/eV")
for U, position, height, width, upper in profile_rows:
    print(f"U = {U:.1f} eV: maximum at E = {2*centre+position:.3f} eV")
    print(f"  kinetic energy there: {core-2*centre-position:.3f} eV")
    print(f"  height: {height:.4f} 1/eV; full half-height width: {width:.3f} eV")
    print(f"  weight in top 1 eV of pair band: {upper:.4f}")
print(f"U = {U_split:.1f} eV: split-off peak E_b = {2*centre+E_split:.4f} eV")
print(f"  kinetic energy: {core-2*centre-E_split:.4f} eV")
print(f"  distance above pair band: {E_split-edge:.4f} eV")
print(f"  peak weight Z: {Z_split:.4f}; left in band: {rest:.4f}")
print(f"  dE_b/dU by differences: {slope_in_U:.4f}")
E_strong = 2 * centre + U_split + 2 * variance / U_split
print(f"  strong-U estimate of E_b: {E_strong:.4f} eV")
print(f"  strong-U estimate of Z: {1-2*variance/U_split**2:.4f}")
print(f"one-hole variance mu2: {variance:.4f} eV^2")
for ratio in (0.95, 1.05):
    print(f"chain of {L}, U = {ratio:.2f} Uc: top minus edge "
          f"{top[ratio]-edge:.4f} eV")
print(f"largest time-evolution mismatch: {evolution_error:.1e}")
print(f"many-electron resolvent mismatch: {many_error:.1e} 1/eV")
print(f"ring of {N}, U = {U_ring:.1f} eV, E = {z_ring.real:.1f}"
      f"+{z_ring.imag:.1f}i eV from pair centre:")
print(f"  relative change of G, U on all sites or one: {ring_difference:.4f}")
print(f"  fifth-moment difference: {moment_gap[5]:.4f} eV^5")
for ratio in (0.95, 1.05):
    print(f"ring of {N_count}, U = {ratio:.2f} W: {counts[ratio]} "
          f"pair states above the pair band")
print("done: every assertion held")
```

Printed output:

```
chain hopping: 1.000 eV
one-hole half-width w: 2.000 eV; full width W: 4.000 eV
one-hole band centre: 10.000 eV
core-hole energy: 100.000 eV
pair band: 16.000 to 24.000 eV
F at upper pair edge: 0.302347 1/eV
same by direct double sum: 0.302347 1/eV
-dF/dE at upper pair edge: 0.136620 1/eV^2
Uc, semielliptic band: 3.3075 eV = 5.2991e-19 J
Uc/W, semielliptic band: 0.8269
peak weight at threshold: 0.6691
Uc, rectangular band, same W: 2.8854 eV
Uc/W, rectangular band: 0.7213
inverse-root edges, F step per decade: 0.18324 1/eV
logarithmic law for that step: 0.18323 1/eV
U = 0.0 eV: maximum at E = 20.000 eV
  kinetic energy there: 80.000 eV
  height: 0.2702 1/eV; full half-height width: 3.644 eV
  weight in top 1 eV of pair band: 0.0120
U = 1.5 eV: maximum at E = 22.562 eV
  kinetic energy there: 77.438 eV
  height: 0.4228 1/eV; full half-height width: 1.824 eV
  weight in top 1 eV of pair band: 0.0844
U = 3.0 eV: maximum at E = 23.806 eV
  kinetic energy there: 76.194 eV
  height: 7.5010 1/eV; full half-height width: 0.056 eV
  weight in top 1 eV of pair band: 0.7290
U = 6.0 eV: split-off peak E_b = 26.3435 eV
  kinetic energy: 73.6565 eV
  distance above pair band: 2.3435 eV
  peak weight Z: 0.9390; left in band: 0.0610
  dE_b/dU by differences: 0.9390
  strong-U estimate of E_b: 26.3333 eV
  strong-U estimate of Z: 0.9444
one-hole variance mu2: 1.0000 eV^2
chain of 30, U = 0.95 Uc: top minus edge -0.0205 eV
chain of 30, U = 1.05 Uc: top minus edge 0.1184 eV
largest time-evolution mismatch: 4.4e-06
many-electron resolvent mismatch: 9.2e-16 1/eV
ring of 8, U = 3.0 eV, E = 1.0+0.5i eV from pair centre:
  relative change of G, U on all sites or one: 0.2838
  fifth-moment difference: 24.0000 eV^5
ring of 12, U = 0.95 W: 9 pair states above the pair band
ring of 12, U = 1.05 W: 12 pair states above the pair band
done: every assertion held
```
